\section*{Comment: a falling hydrogen excess isotherm does not mean emptying pores}

\section{The argument under review}

The argument concerns hydrogen stored in a microporous adsorbent at 77 K. It starts from a calculated excess isotherm which rises to 47.5 mg of H$_2$ per gram of adsorbent near 18 bar and then falls to 31.0 mg/g at 100 bar. From this it draws three conclusions: above 18 bar the pores expel about 16.6 mg/g; filling beyond the maximum therefore wastes adsorption capacity; and when the pressure is let down from 100 bar, the pores first refill.

The isotherm is not in dispute. The objection is to reading the excess as the number of molecules in the pores. I first ask what the excess counts, then what sign the change of the pore content must have, and then recompute the same isotherm with both quantities shown.

\section{What the excess counts}

Let the pore space have a fixed volume $V$ and contain $N_{\rm abs}$ molecules, the absolute uptake. Let $\rho_b$ be the number density of the bulk gas at the same pressure $P$ and temperature $T$. The sample cell has a void volume $V_{\rm void}$, which is all the space not occupied by the solid skeleton and so includes $V$. If the gas outside the pores has its bulk density, the total amount admitted is
\begin{equation}
N_{\rm tot}=\rho_b\,(V_{\rm void}-V)+N_{\rm abs}.
\end{equation}
The excess is what remains after subtracting the gas that would fill the whole void at bulk density:
\begin{equation}
N_{\rm ex}=N_{\rm tot}-\rho_b V_{\rm void}=N_{\rm abs}-\rho_b V .
\label{excess}
\end{equation}
It is a difference between two contents of the same volume. Differentiating at fixed $T$ and $V$ gives
\begin{equation}
\frac{dN_{\rm ex}}{dP}=\frac{dN_{\rm abs}}{dP}-V\frac{d\rho_b}{dP}.
\label{slopes}
\end{equation}
A negative left side says that the second term on the right is larger than the first. It does not say that the first is negative. The inference to expulsion already fails here, but the sign of the first term is still open.

\section{The sign of the absolute slope}

Assume a single gas, a rigid pore space, a fixed temperature and equilibrium with the bulk. With $\beta=1/kT$ and $Z_N$ the partition function of $N$ molecules in the pores, the grand sum and the mean content are
\begin{equation}
\Xi=\sum_N e^{\beta\mu N}Z_N,\qquad
N_{\rm abs}=\langle N\rangle=\frac{1}{\Xi}\sum_N N e^{\beta\mu N}Z_N .
\end{equation}
Because the pores are rigid and $T$ is fixed, $Z_N$ does not change with the chemical potential $\mu$. The derivative acts on the exponential and on $1/\Xi$:
\begin{align}
\frac{dN_{\rm abs}}{d\mu}
&=\frac{\beta}{\Xi}\sum_N N^2e^{\beta\mu N}Z_N
-\frac{1}{\Xi^2}\frac{d\Xi}{d\mu}\sum_N N e^{\beta\mu N}Z_N \nonumber\\
&=\beta\left(\langle N^2\rangle-\langle N\rangle^2\right)
=\frac{\mathrm{Var}(N)}{kT},
\end{align}
where $d\Xi/d\mu=\beta\,\Xi\langle N\rangle$ was used. The variance is positive as long as the number in the pores fluctuates at all.

To pass from $\mu$ to pressure, use the Gibbs--Duhem relation of the bulk gas, which at constant temperature reads $d\mu=dP/\rho_b$. Hence
\begin{equation}
\frac{dN_{\rm abs}}{dP}=\frac{\mathrm{Var}(N)}{kT\rho_b}>0 .
\label{positive}
\end{equation}
No form was assumed for the wall potential or for the forces between molecules in the pores. Writing $Z_N$ does neglect the forces between pore molecules and those outside, so the result applies to the whole pore space of grains large enough for this edge effect to be negligible. For a part of the pore space coupled to the rest, the variance is replaced by the covariance with the total number, and one kind of site can lose molecules while the total rises. An example is a site with two neighbours that repel it by $J$: with $z=e^{\beta\mu}$ its odds of being filled vary as $z\,[(1+ze^{-\beta J})/(1+z)]^2$, which falls over a range of $z$ once $2\tanh(\beta J/4)>1$, or $J>2.2\,kT$. In the attractive ring below, no site loses molecules. Under the stated conditions the absolute uptake must rise, on both sides of the excess maximum.

The same relation holds for an equal volume $V$ of bulk gas, large enough for edge effects to be negligible. With $\mathrm{Var}_b$ for its number variance, equation (\ref{slopes}) becomes
\begin{equation}
\frac{dN_{\rm ex}}{dP}=\frac{\mathrm{Var}(N)-\mathrm{Var}_b(N)}{kT\rho_b}.
\label{variances}
\end{equation}
At the maximum the two variances are equal, and wherever the excess falls the pore content responds less to a further rise of pressure than the gas outside does. Equal variances mark any extremum: with very unequal wells close to the critical temperature, the excess can have two maxima and a minimum between them.

A small system that can be enumerated completely shows the same thing. Take ten sites on a ring, each holding at most one molecule, with an attraction of $0.5\,kT$ between neighbours and site wells spaced evenly from $0.5\,kT$ to $4\,kT$. The same ring without wells plays the part of the bulk. At the excess maximum both variances are 1.861, with 7.33 molecules in the pore and 1.95 in the bulk ring. Raising $\mu$ by $2\,kT$ changes these contents to 9.54 and 7.48. The excess drops from 5.38 to 2.06 while the pore gains 2.21 molecules.

\section{The isotherm recomputed}

The isotherm in question follows from a mean-field model. A van der Waals fluid fills both bulk and pores, and each molecule in a pore has its energy lowered by a further $\varepsilon$. With $b$ the excluded volume per molecule, $a$ the strength of attraction and $\Lambda$ the thermal wavelength,
\begin{equation}
Z_N=\frac{(V-Nb)^N}{N!\,\Lambda^{3N}}
\exp\!\left(\frac{aN^2}{VkT}+\frac{N\varepsilon}{kT}\right).
\end{equation}
For large $N$, $\ln N!\simeq N\ln N-N$, and $\mu/kT=-\partial\ln Z_N/\partial N$ gives
\begin{equation}
\frac{\mu}{kT}=\ln\frac{N\Lambda^3}{V-Nb}+\frac{Nb}{V-Nb}-\frac{2aN}{VkT}-\frac{\varepsilon}{kT}.
\end{equation}
Define the packing $x=bN/V$ and the reduced attraction $A=a/(bkT)$. Then $N/(V-Nb)=x/[b(1-x)]$ and $aN/(VkT)=Ax$, so that
\begin{equation}
\frac{\mu}{kT}=\ln\frac{\Lambda^3}{b}+m(x)-\frac{\varepsilon}{kT},\qquad
m(x)=\ln\frac{x}{1-x}+\frac{x}{1-x}-2Ax .
\end{equation}
In the bulk $\varepsilon=0$. Equal chemical potentials link the pore packing $x_a$ to the bulk packing $x_b$, and $P/kT=\partial\ln Z_N/\partial V$ gives the bulk pressure:
\begin{equation}
m(x_a)-m(x_b)=\frac{\varepsilon}{kT},\qquad
\frac{Pb}{kT}=\frac{x_b}{1-x_b}-Ax_b^2 .
\label{link}
\end{equation}

\subsection{Where the maximum lies}

Since $N=Vx/b$, the variance is $kT\,dN/d\mu=(V/b)/m'(x)$, with
\begin{equation}
m'(x)=\frac1x+\frac1{1-x}+\frac1{(1-x)^2}-2A=\frac{1}{x(1-x)^2}-2A .
\end{equation}
The function $x(1-x)^2$ has its largest value, $4/27$, at $x=1/3$. So $m'>0$ everywhere if $A<27/8$, which for this fluid means a temperature above the critical one. Equal variances require equal $m'$. The attraction then cancels:
\begin{equation}
x_a(1-x_a)^2=x_b(1-x_b)^2 .
\end{equation}
Expanding $x(1-x)^2=x-2x^2+x^3$, subtracting the two sides and dividing by $x_a-x_b\neq0$ gives
\begin{align}
0&=1-2(x_a+x_b)+x_a^2+x_ax_b+x_b^2 \nonumber\\
&=x_a^2-(2-x_b)x_a+(1-x_b)^2 .
\end{align}
The discriminant is $(2-x_b)^2-4(1-x_b)^2=x_b(4-3x_b)$. The root with the plus sign exceeds 1 and is excluded, which leaves
\begin{equation}
x_a=\frac{2-x_b-\sqrt{x_b(4-3x_b)}}{2}.
\label{peak}
\end{equation}
Equal values of $x(1-x)^2$ lie on opposite sides of its maximum, so the peak needs $x_b<1/3<x_a$. In this model the pore fluid must already be packed beyond one third while the gas outside is still below that value. The threshold, 25.5 g/L here, belongs to the van der Waals fluid with a single well depth: with the reference equation of state for hydrogen at 298 K and the same well, the maximum lies at a bulk density of about 35 g/L. Without excluded volume or attraction, the density ratio would stay at $e^{\varepsilon/kT}$ and the excess would grow in proportion to pressure, without a maximum.

The formal limit of high pressure is also instructive. By the mean value theorem, equation (\ref{link}) gives $x_a-x_b=(\varepsilon/kT)/m'(\xi)$ for some $\xi$ between the two packings. As both approach 1, $m'$ grows without bound and the difference tends to zero. In this model the excess vanishes in the limit of completely full pores, just as it does at zero pressure, where they are empty. A small excess therefore does not by itself mean a small pore content.

\subsection{Numbers}

The inputs are rough typical values: a critical point of 33 K and 13 bar to set $a$ and $b$, a well depth of 25 meV, and a pore volume of 1.0 cm$^3$/g. The well depth is to be read as an average over the whole pore volume. It gives a heat of adsorption at zero coverage of $\varepsilon+kT\simeq3$ kJ/mol, and a narrow graphitic slit with 0.3 nm of free width has a well about twice as deep. At 77 K, $kT=6.635$ meV, so $\varepsilon/kT=3.768$. The other constants are $A=1.4464$ and $kT/b=242.7$ bar, and $x=1$ corresponds to 76.40 g/L.

Solving (\ref{link}) and (\ref{peak}) together gives $x_b=0.0748$ and $x_a=0.697$. As a check of (\ref{peak}), $\sqrt{0.0748\times3.776}=0.531$ and $(1.925-0.531)/2=0.697$. The pressure is
\begin{equation}
P=242.7\left(\frac{0.0748}{0.9252}-1.4464\times0.0748^2\right)\ \mathrm{bar}
\simeq17.7\ \mathrm{bar}.
\end{equation}
With unrounded packings the value is 17.65 bar. Since 1 g/L equals 1 mg/cm$^3$, a pore volume of 1.0 cm$^3$/g turns densities in g/L directly into mg/g. The isotherm is then:

\begin{center}
\begin{tabular}{cccc}
$P$ (bar) & bulk (g/L) & absolute (mg/g) & excess (mg/g)\\
1.0 & 0.32 & 15.1 & 14.8\\
5.0 & 1.59 & 42.6 & 41.0\\
17.65 & 5.71 & 53.2 & 47.5\\
50.0 & 16.35 & 58.1 & 41.7\\
100.0 & 29.44 & 60.4 & 31.0
\end{tabular}
\end{center}

From the maximum to 100 bar the three changes are
\begin{equation}
\underbrace{-16.6}_{\rm excess}\;=\;\underbrace{+7.1}_{\rm absolute}\;-\;\underbrace{23.7}_{\rm bulk\ term}\quad\mathrm{mg/g}.
\end{equation}
The 16.6 mg/g said to be expelled never left. The pores gained 7.1 mg/g, or 13\% of their content at the maximum. At 50 bar the slopes are 0.074 mg/g per bar for the absolute uptake and 0.315 mg/g per bar for the bulk term. By (\ref{variances}) their ratio, 0.23, is also the ratio of the number variances.

\section{Consequences for filling and desorption}

The third conclusion of the argument is reversed. When the pressure is let down slowly from 100 bar to 17.65 bar at 77 K, the pores release 7.1 mg/g while the excess reading climbs by 16.6 mg/g.

The second conclusion confuses two questions. Filling beyond the maximum does store more gas, both in the pores and between the grains. What the excess helps to judge is the gain over an empty vessel. If the skeleton occupies $V_s$, an empty vessel of the same size holds $\rho_b(V_{\rm void}+V_s)$, and the gain is
\begin{equation}
N_{\rm tot}-\rho_b(V_{\rm void}+V_s)=N_{\rm ex}-\rho_bV_s .
\end{equation}
At the excess maximum this is already falling, since $\rho_b$ rises. A designer who wants the largest gain over compressed gas at equal pressure, temperature and vessel volume should therefore look below the excess maximum. A designer who wants the most hydrogen in a given vessel should not stop there. Both rules concern stored gas. With a rough $V_s=0.45$ cm$^3$/g, the isotherm above gives a gain of 45 mg/g at 14 bar and 18 mg/g at 100 bar, and no gain at all near 200 bar, beyond which the empty vessel holds more. Delivered gas is a different matter, because the pores keep most of their content at low pressure: discharged at 77 K from 100 to 5 bar, the filled vessel delivers 23 mg/g less than the empty one.

Converting excess data into absolute uptake needs a value of $V$, which the excess isotherm bounds from below but does not fix. Between two pressures, (\ref{excess}) gives $\Delta N_{\rm abs}=\Delta N_{\rm ex}+V\Delta\rho_b$. With the excess data held fixed, this is positive only if
\begin{equation}
V>\frac{16.58\ \mathrm{mg/g}}{23.73\ \mathrm{mg/cm^3}}=0.70\ \mathrm{cm^3/g}.
\end{equation}
Someone who converted this isotherm with a pore volume of less than 0.70 cm$^3$/g, instead of the true 1.0, would find a net fall in absolute uptake from 17.65 to 100 bar, produced by the conversion alone. A larger volume removes the net fall but not always a local one: the converted curve rises all the way to 100 bar only for $V>0.85$ cm$^3$/g, and with 0.75 cm$^3$/g it still drops by about 1 mg/g from its own maximum.

\section{When pores do lose gas}

Each condition behind (\ref{positive}) can fail. If the frame yields, then at fixed temperature
\begin{equation}
\frac{dN_{\rm abs}}{dP}=\left(\frac{\partial N_{\rm abs}}{\partial P}\right)_V
+\left(\frac{\partial N_{\rm abs}}{\partial V}\right)_P\frac{dV}{dP},
\end{equation}
and the second term can be negative. In equilibrium, however, $dV/dP$ is not free. Let $\Omega=F(V)+PV-kT\ln\Xi$, with $F$ the free energy of the empty frame, and write $N_V=(\partial N_{\rm abs}/\partial V)_P$. The condition $\partial\Omega/\partial V=0$, differentiated with $d\mu=dP/\rho_b$, gives $dV/dP=(N_V/\rho_b-1)/\Omega_{VV}$ with $\Omega_{VV}>0$. On a smooth equilibrium branch the second term is therefore negative only when $0<N_V<\rho_b$; contraction alone is not enough. In the model above, where $\varepsilon$ does not depend on $V$, $N_V$ is the pore density, which exceeds $\rho_b$, so a yielding frame swells and takes up more. If the well deepens as the pore narrows, $N_V$ can be negative at low pressure; the frame then contracts, and the second term is again positive. Even inside the window the second term is never below $-\rho_b/(4\Omega_{VV})$, so the sum turns negative only for a soft enough frame. In the model with $\varepsilon\propto1/V$, $F=KV_0(v-1-\ln v)$, $v=V/V_0$ and $K$ from 0.3 to 10 GPa, the frame contracts but the uptake still rises at every pressure up to 300 bar. In a mixture, the uptake of one gas also depends on the chemical potential of the other, through a covariance that may be negative, so one gas can displace another. Hydrogen is itself a mixture of ortho and para forms, 25\% para in the normal gas against about 51\% in equilibrium at 77 K. The total uptake obeys (\ref{positive}) if conversion is complete, or if it is frozen at a fixed bulk ratio and both forms have the same partial volume, but not necessarily while slow conversion is under way. A sample still settling after a dose is not in equilibrium. A sample that warms during filling is not on one isotherm. None of these can be diagnosed from the mere fact that the excess falls, because the fall occurs without them. What does signal a failed condition is a fall larger than the bulk term, $-\Delta N_{\rm ex}>V\Delta\rho_b$, and that test needs $V$.

\section{The model beside a real tank}

The inputs are meant for a cryo-adsorptive storage tank cooled by liquid nitrogen. Measured excess maxima for microporous carbons near 77 K lie, roughly, at a few tens of bar, so the model's 18 bar is on the low side. One assumption that real adsorbents break is the single well depth. With half the pore volume at 15 meV and half at 35 meV, the maximum moves to 22 bar and the absolute rise from there to 100 bar becomes 7.8 mg/g.

Quantum confinement acts in the same direction. For a hard-walled slit with a free width of 0.3 nm, a rough value, the sum over box levels is 0.766 of its classical value. This lowers the effective well depth by $kT\,|\ln0.766|\simeq1.8$ meV and moves the maximum to 19 bar, with a rise of 7.5 mg/g. The pore fluid at 100 bar exceeds the bulk pressure by about 60 MPa; against a rough wall modulus of 10 GPa this sets a strain scale of 0.6\%, small beside the 13\% rise. The margin depends on both inputs: with a 50 meV well the maximum falls to 6 bar, the rise to 6\% and the strain scale grows to 1.4\%, and a frame five times softer would then make strain and rise comparable. Warming by 5 K at a constant 100 bar removes 1.3 mg/g, and the sample would have to reach about 104 K to cancel the rise. A Redlich--Kwong gas with the same critical point has a density of 29.4 g/L at 100 bar, as here, but agreement between two such equations does not measure the error of either: the reference equation of state for normal hydrogen gives 31.3 g/L. The error is larger at pore densities. With the reference equation in both bulk and pore and the same 25 meV, the maximum moves to about 29 bar and 66 mg/g, the absolute rise to 100 bar becomes about 10 mg/g (14\%), and the net pore pressure about 80 MPa. The equation of state thus shifts the numbers more than quantum confinement or the $\pm10$ meV spread used above does, while the signs stay the same. A wider spread competes with it: wells of 5 and 45 meV in the van der Waals model give a maximum at 30 bar and a rise of 11 mg/g. At 298 K, with the well depth unchanged, the van der Waals model puts the maximum at about 300 bar and the reference equation at about twice that, so only the order of magnitude, several hundred bar, is meaningful.

A further crude step, treating the fluid in a subnanometre pore as uniform, has not been sized. It affects the numbers but not the sign in (\ref{positive}), which does not depend on the model. The numerical output below gives the main values of the van der Waals and ring models; it does not list every figure quoted in this comment.

\section{Recommendation}

The claim of expulsion should be withdrawn, together with the two conclusions built on it. The isotherm can stand if its axis is labelled as excess uptake and both the pore volume and the bulk equation of state are stated, so that readers can recover the absolute uptake for themselves. Converting this isotherm with the reference density of hydrogen instead of the van der Waals one would give a rise of 9.0 mg/g rather than 7.1.

\section*{Computed results}
\begin{verbatim}
rough critical point: 33 K, 13 bar
tank temperature: 77 K; full pressure: 100 bar
well depth: 25 meV; kT: 6.635 meV; ratio: 3.768
pore volume: 1.0 cm3/g
excluded volume b: 0.04381 nm3 per molecule
reduced attraction A at 77 K: 1.4464
kT/b at 77 K: 242.7 bar
density at x = 1: 76.40 g/L
excess peak pressure: 17.65 bar
packing at peak: bulk 0.0748, pore 0.6970
pressure (bar) | bulk density (g/L) | absolute (mg/g) | excess (mg/g)
    1.00 |   0.32 |  15.11 |  14.80
    5.00 |   1.59 |  42.57 |  40.98
   17.65 |   5.71 |  53.25 |  47.54
   50.00 |  16.35 |  58.06 |  41.71
  100.00 |  29.44 |  60.39 |  30.95
peak to full, change of absolute: +7.14 mg/g
peak to full, change of bulk term: +23.73 mg/g
peak to full, change of excess: -16.58 mg/g
relative rise of absolute, peak to full: 13.4 %
slope at 50 bar, absolute: 0.0738 mg/g per bar
slope at 50 bar, bulk term: 0.3150 mg/g per bar
least pore volume without a false fall: 0.699 cm3/g
ten-site pore at excess peak: absolute 7.330, bulk 1.948 molecules
ten-site variances at peak: pore 1.8607, bulk 1.8607
ten-site, mu raised by 2 kT: absolute 9.536, bulk 7.479 molecules
thermal wavelength of H2 at 77 K: 0.1401 nm
free slit width (rough): 0.3 nm
quantum/classical box ratio: 0.766
quantum shift of well depth: -1.76 meV
with quantum shift: peak 19.26 bar, absolute rise 7.46 mg/g
wells 15 and 35 meV, half each: peak 22.38 bar, absolute rise 7.80 mg/g
net pressure on pore walls at full: 59.6 MPa
wall modulus (rough): 10 GPa; strain: 0.60 %
warming by 5 K at full: absolute changes -1.27 mg/g
temperature at full that cancels the rise: 103.9 K
bulk density at full, Redlich-Kwong gas: 29.37 g/L
excess peak pressure at 298 K: 301 bar
\end{verbatim}
